# Step meanders with fixed wavelength and square-root amplitude growth

A growth calculation has produced a regular step meander, and the film must now be followed to a much greater thickness. One choice is to keep one period and extrapolate its amplitude; the other is to widen the box, because the period may change. The result below tells how to extrapolate under the first choice. It assumes a symmetric meander whose cells remain identical, so the period is fixed from the start, and finds that the amplitude then approaches a square-root law. It does not show that unequal neighbouring cells never merge. That question still needs a wider box.

## 1. A straight step, then a curved one

Take a train of identical steps $y=\zeta(x,t)+n\ell$, advancing towards $+y$. The steps are in phase and have spacing $\ell$ along $y$. Atoms arrive at rate $F$ per area, diffuse with coefficient $D$, and do not desorb. Each atom added to the crystal occupies area $\Omega$. An adatom can join a step from its lower terrace, but not from its upper terrace: this is the limit of an infinite Ehrlich–Schwoebel barrier. Attachment from below is fast, and elastic step interactions are absent.

For straight steps, every atom landing on a terrace joins the step behind it, so the velocity is $\Omega F\ell$. To treat curved steps, assume that the adatom density $c$ adjusts quickly to the step positions:

$$D(c_{xx}+c_{yy})=-F .$$

Let $m=\zeta_x$ and

$$\kappa=\frac{\zeta_{xx}}{(1+m^2)^{3/2}}=\partial_x\frac{m}{\sqrt{1+m^2}} .$$

An advancing bulge has $\kappa<0$ and a raised equilibrium density. The boundary conditions are therefore

$$c=c_s\equiv c_{\rm eq}(1-\Gamma\kappa)\quad (y=\zeta),\qquad c_y-mc_x=0\quad (y=\zeta+\ell),$$

with $\Gamma=\Omega\tilde\gamma/kT$ and step stiffness $\tilde\gamma$, taken as isotropic. Attachment gives $\zeta_t=\Omega D(c_y-mc_x)_{y=\zeta}$ in the laboratory frame.

Integrate the diffusion equation across the terrace. Since both limits move with $x$,

$$\int_\zeta^{\zeta+\ell}c_{xx}\,dy=\partial_x\int_\zeta^{\zeta+\ell}c_x\,dy-m[c_x]_\zeta^{\zeta+\ell}.$$

Adding $\int c_{yy}dy=[c_y]_\zeta^{\zeta+\ell}$ and using zero flux at the upper limit gives

$$\zeta_t=\Omega F\ell+\Omega D\,\partial_x I,\qquad I=\int_\zeta^{\zeta+\ell}c_x\,dy. \tag{1}$$

For a straight step $I=0$, and the earlier velocity returns.

## 2. The long-wave current at finite slope

Now let the meander be long compared with $\ell$, without requiring a small slope. Put $Y=y-\zeta$. Then $\partial_y=\partial_Y$, while the $x$ derivative at fixed $y$ becomes $\partial_x-m\partial_Y$. The boundary operator $c_y-mc_x$ becomes $(1+m^2)c_Y-m\,\partial_xc$, with the last derivative at fixed $Y$.

The deposition part $c_F$ obeys, at leading order,

$$(1+m^2)\partial_Y^2c_F=-F/D,\quad c_F(0)=0,\quad \partial_Yc_F(\ell)=0 .$$

Two integrations give

$$c_F=\frac{F}{D(1+m^2)}\left(\ell Y-\frac{Y^2}{2}\right).$$

Its leading contribution to $I$ is

$$-m[c_F(\ell)-c_F(0)]=-\frac{F\ell^2}{2D}\frac{m}{1+m^2}.$$

The capillary part is $c_s(x)+c_1(x,Y)$, where $c_1(0)=0$ and $\partial_Y^2c_1=0$ at this order. Zero flux requires

$$\partial_Yc_1=\frac{m}{1+m^2}\partial_xc_s .$$

Its contribution to $I$ is therefore

$$\ell\left(1-\frac{m^2}{1+m^2}\right)\partial_xc_s
=-\frac{\ell c_{\rm eq}\Gamma}{1+m^2}\kappa_x .$$

Insert both parts in (1) and move with the mean velocity $\Omega F\ell$. The meander equation is

$$\boxed{\zeta_t=-J_x,\qquad J=\frac{\alpha m+\beta\kappa_x}{1+m^2}} \tag{2}$$

$$\alpha=\frac{\Omega F\ell^2}{2},\qquad \beta=\Omega Dc_{\rm eq}\Gamma\ell .$$

The natural length and time are $a=\sqrt{\beta/\alpha}$ and $\tau=\beta/\alpha^2$. The expansion neglects terms of relative order $\ell/a$. As a test, the two-dimensional terrace problem was solved for a sine of height $2a$ and greatest slope 1. The largest velocity difference from (2), relative to the largest velocity in (2), was 1.9% for $\ell/a=0.04$ and 0.85% for $\ell/a=0.02$.

**Small-slope limit.** Here $J\simeq\alpha\zeta_x+\beta\zeta_{xxx}$. A sine with wave number $k$ grows at rate

$$\sigma=\alpha k^2-\beta k^4.$$

Deposition destabilizes the step and capillarity restrains it. Growth requires $\lambda>\lambda_c=2\pi a$. Setting $d\sigma/d(k^2)=0$ gives $k^2=\alpha/(2\beta)$, hence $\lambda_m=\sqrt2\,\lambda_c$ and $\sigma_m=1/(4\tau)$. The terrace solution gives $0.2500/\tau$ at this wave number.

## 3. Can a steady meander stop the growth?

A steady profile has constant $J$. At a mirror-symmetric crest $m=0$ and $\kappa_x=0$, so that constant is zero. Then $\alpha m+\beta\kappa_x=0$, and one integration gives $\kappa=-\alpha u/\beta$, where $u$ is height measured from the level of zero curvature. Use $a$ as the length unit in this section, so $\kappa=-u$.

Multiply by $m=u_x$. Since

$$m\kappa=\frac{mm_x}{(1+m^2)^{3/2}}=-\partial_x\frac1{\sqrt{1+m^2}},$$

integration from the crest $u=h$, $m=0$ yields

$$\frac1{\sqrt{1+m^2}}=1-\frac{h^2-u^2}{2}. \tag{3}$$

At $u=0$ the right side is $1-h^2/2$. A single-valued profile that crosses this level needs $h\le\sqrt2$; equality makes the flank vertical there.

To find the period, set $u=h\sin p$ and $z=h^2\cos^2p/4$. Equation (3) says that the cosine of the slope angle is $1-2z$. Its sine has magnitude $2\sqrt{z(1-z)}=h\cos p\sqrt{1-z}$. Dividing $|du|=h\cos p\,dp$ by $|m|$ gives

$$\frac{\lambda}{4}=\int_0^{\pi/2}\frac{1-2z}{\sqrt{1-z}}\,dp .$$

The integrand falls with $z$, because its derivative is $(z-\tfrac32)/(1-z)^{3/2}<0$ for $0\le z\le\tfrac12$. The period therefore falls as $h$ rises. For $h\to0$ it tends to $2\pi$, in agreement with linear theory.

At $h=\sqrt2$, (3) gives $|m|=\sqrt{4-u^4}/u^2$. With $u=\sqrt2s$, the horizontal half-width of this limiting cap is

$$\frac{w}{a}=\sqrt2\int_0^1\frac{s^2\,ds}{\sqrt{1-s^4}}
=\frac{\sqrt2}{4}B\!\left(\tfrac34,\tfrac12\right)
=\sqrt{2\pi}\,\frac{\Gamma_{\!E}(3/4)}{\Gamma_{\!E}(1/4)}=0.8472 .$$

Here $B$ is the beta function and $\Gamma_{\!E}$ the gamma function. The substitution $v=s^4$ gives the second form. The shortest steady period is $4w=0.539\lambda_c$. Symmetric steady meanders thus lie between $0.539\lambda_c$ and $\lambda_c$. None has a period $\lambda>\lambda_c$, so a single meander of that period has no steady shape at which to stop. Several shorter steady meanders can still fit in the same cell, for example three of period $\lambda/3$ when $\lambda=2\lambda_c$.

## 4. The steep flank

Place the inflection at $x=0$, $\zeta=0$ and the crest at $x=\lambda/4$. Let $A(t)$ be the crest height, half the crest-to-trough distance. Suppose $A$ becomes large while $\lambda$ stays fixed. On the flank $m\gg1$ and $J\simeq\alpha/m$, so

$$\zeta_t=-\partial_x(\alpha/\zeta_x).$$

If $m$ scales as $\sqrt t$, then $\alpha/m$ scales as $t^{-1/2}$. The neglected capillary current scales as $\kappa_x/m^2\sim t^{-1}/t=t^{-2}$, which is smaller.

This nonlinear equation becomes linear when $x$ is treated as a function of $\zeta$. From $\zeta_x=1/x_\zeta$ and $\partial_x=x_\zeta^{-1}\partial_\zeta$, we have $\zeta_t=-\alpha x_{\zeta\zeta}/x_\zeta$. Differentiating $x(\zeta(x,t),t)=x$ at fixed $x$ gives $x_t=-x_\zeta\zeta_t$. Hence

$$x_t=\alpha x_{\zeta\zeta}.$$

Seek a profile with fixed horizontal extent by putting $x=X(\eta)$ and $\eta=\zeta/(2\sqrt{\alpha t})$. Then $x_t=-\eta X'/(2t)$ and $x_{\zeta\zeta}=X''/(4\alpha t)$, so $X''=-2\eta X'$. The solution through the inflection is

$$x=B_0\,\operatorname{erf}\!\left(\frac{\zeta}{2\sqrt{\alpha t}}\right). \tag{4}$$

Near $\zeta=0$ this is a straight line whose slope rises as $\sqrt t$. Equation (4) cannot extend to the crest, however, because its slope does not vanish there. A cap must complete it.

## 5. The cap and its join to the flank

Let the cap rise at speed $V=dA/dt$. As $V$ falls, the current needed to lift it also falls, and its shape approaches a zero-current profile from Section 3. The remaining question is which one.

Consider the thin join on the rising side and let $p=x_\zeta=1/m\ll1$. There $\kappa\simeq-p_\zeta$, $\kappa_x\simeq-p_{\zeta\zeta}/p$ and $1+m^2\simeq1/p^2$. Consequently

$$J\simeq\alpha p-\beta p\,p_{\zeta\zeta}.$$

Across the thin join $J$ is nearly the constant $Vw$ that feeds the cap. With $\varepsilon=Vw/\alpha$, $p=\varepsilon P$ and height measured in units of $a\sqrt\varepsilon$, this becomes

$$P''=1-\frac1P .$$

Multiply by $P'$ and integrate. Requiring $P\to1$ and $P'\to0$ on the flank fixes the constant:

$$\tfrac12P'^2=P-\ln P-1. \tag{5}$$

Thus curvature vanishes towards the flank. Towards the cap, $P$ is large and $P'^2\simeq2P$, so $P$ grows as half the squared scaled height. Restoring units gives $p\simeq u^2/(2a^2)$, the steep limit of (3) at $h=\sqrt2a$. The selected cap is therefore the one with half-width $w$ and apex curvature $-\sqrt2/a$.

## 6. Matching fixes the amplitude

Write the leading amplitude as $A=2q\sqrt{\alpha t}$. The cap height, of order $a$, is negligible beside it. The flank ends at $x=\lambda/4-w$, where $\eta=q$; thus

$$\lambda/4-w=B_0\operatorname{erf}(q). \tag{6}$$

Integrate $\zeta_t=-J_x$ over the cap. The current is zero at the crest, so the incoming current equals $Vw$, with $V=q\sqrt{\alpha/t}$. The flank supplies

$$J=\alpha x_\zeta=\frac{B_0\sqrt\alpha\,e^{-q^2}}{\sqrt{\pi t}} .$$

Equating the two gives $B_0=\sqrt\pi\,qw\,e^{q^2}$. Substitution in (6) and division by $w$ give

$$\boxed{\frac{\lambda}{4w}-1=\sqrt\pi\,q e^{q^2}\operatorname{erf}(q),\qquad A\simeq2q\sqrt{\alpha t}} \tag{7}$$

Each factor on the right increases with $q$, and the product runs from zero to infinity. For a given $\lambda>\lambda_c$ there is one positive $q$. The time factors cancel from the matching, so $\lambda$ need not change. The exponent also follows from a balance: if $A\sim t^n$, the cap demands a current $t^{n-1}$ and the flank supplies $t^{-n}$, so $n=1/2$.

**Two limits.** For small $q$, the right side of (7) is $2q^2$. This limit has $\lambda$ close to $4w$, where a flat step is linearly stable; small ripples there decay, and reaching the growing branch would need a large initial meander. That branch was not tested. For large $\lambda/w$, $q^2\simeq\ln(\lambda/w)$ to leading logarithmic order. This limit is approached very slowly, so numbers should be taken from (7) itself. On this branch a wider cell has a larger amplitude at the same late time, but the gain is slow. In a wide cell a small sine need not reach the branch. For $\lambda>\sqrt{10}\,\lambda_c$ its third harmonic, which has the same symmetry, grows faster than the sine itself. If the cell is wide enough for this harmonic to overtake the sine before the meander becomes steep, the cell splits into shorter meanders. There are three in a moderately wide cell and five or more in a still wider one, where higher odd harmonics grow faster than the third.

**Two calculated cells.** Equation (2) was integrated from a sine of amplitude $0.1a$ to $t=6400\tau$, with symmetry imposed about the inflection and crest.

| Quantity | $\lambda=\sqrt2\lambda_c$ | $\lambda=2\lambda_c$ |
|---|---:|---:|
| $q$ from (7) | 0.744 | 0.885 |
| predicted $dA/d\sqrt t$, in $a/\sqrt\tau$ | 1.488 | 1.770 |
| measured, $1600\tau$ to $6400\tau$ | 1.480 | 1.765 |
| local exponent, same interval | 0.515 | 0.515 |
| final apex curvature, in $1/a$ | −1.381 | −1.376 |

The cap curvature is still 2–3% smaller in magnitude than its limit of 1.414. The central slope predicted by (4), $\sqrt{\alpha t}/(qwe^{q^2})$, is 73.0 for the shorter cell and 48.8 for the longer one; the calculation gives 73.0 and 48.7. The first-order time steps lower the measured $dA/d\sqrt t$ by about 0.002 and the central slopes by up to 0.1; with second-order steps the two growth coefficients are 1.482 and 1.767.

The local exponent exceeds one half although the growth coefficient is close to its prediction. If $A=2q\sqrt{\alpha t}-b$ with slowly varying $b>0$, then

$$\frac{d\ln A}{d\ln t}\simeq\frac12\left(1+\frac bA\right)>\frac12 .$$

A deficit that becomes small relative to $A$ can thus raise the measured exponent. In these cells $b$ is already about $2.5a$ and $3.1a$ at $400\tau$ and changes little afterwards: it rises to $2.8a$ at $6400\tau$ in the shorter cell, and in the longer one falls to $2.9a$ before rising slightly. Most of it is therefore a nearly constant offset. The logarithm in (5) suggests a source for the slow late rise: it changes the cap width by order $a\varepsilon\ln(1/\varepsilon)$, with $\varepsilon\sim t^{-1/2}$. Multiplied by a flank slope of order $\sqrt t$, this shifts the height by order $a\ln t$. The coefficient has not been derived, so this remains an estimate. In these two cells, $dA/d\sqrt t$ measured over the late interval is closer to $2q\sqrt\alpha$ than $A/\sqrt t$ is.

## 7. A meander in nanometres

Take round model parameters: $\ell=10$ nm, $\Omega=0.1$ nm², $\Omega F=1$ monolayer/s, $T=600$ K, $\tilde\gamma=0.3$ eV/nm, $\Omega c_{\rm eq}=10^{-3}$ and $D=10^8$ nm²/s. With $kT=0.0517$ eV,

$$\Gamma=\frac{0.1\times0.3}{0.0517}=0.580\ {\rm nm},\qquad
\alpha=\frac{1\times10^2}{2}=50\ {\rm nm^2/s},$$

$$\beta=10^{-3}\times10^8\times0.580\times10=5.80\times10^5\ {\rm nm^4/s}.$$

Thus $a=108$ nm, $\tau=232$ s and $\lambda_c=677$ nm. The fastest linear mode has $\lambda_m=957$ nm, and the cap half-width is 91.3 nm. Equation (7) becomes

$$\frac{957.2}{4\times91.3}-1=1.62=\sqrt\pi\,q e^{q^2}\operatorname{erf}(q),$$

whose root is $q=0.744$. After $10^4$ s the leading law gives

$$A=2\times0.744\sqrt{50\times10^4}=1052\ {\rm nm}.$$

The full equation, started at 10.8 nm, gives 732 nm, or 30% below the leading value. At $4\times10^4$ s the values are 1825 and 2104 nm, and the shortfall is 13%. The increase between these times is 1093 nm in the full equation and 1052 nm in the leading law; time-step error makes the later amplitude and the increase about 2 nm too low. The law therefore describes the added amplitude better than the total amplitude at these times. The initial exponential stage delays the growth, but its share of the shortfall was not separated from the late-time correction.

For the fastest linear mode, $\lambda_m/w$ is a fixed number within this model, so $q$ does not depend on temperature or stiffness. Using $\alpha=\Omega F\ell^2/2$ and writing $N=\Omega Ft$ for the number of deposited layers,

$$A\simeq1.05\,\ell\sqrt N .$$

Temperature and stiffness still set the wavelength and the time needed to reach this regime.

Two of the small parameters are safely small: $\Omega F\ell^2/D=10^{-6}$, and $\Gamma$ times the apex curvature is 0.0076. The third, $\ell/a=0.093$, is more than twice the largest value tested in Section 2, and the cap is more sharply curved than the sine used there. For that sine, $\ell/a=0.093$ gives a velocity error of about 6%. On the grown profile the relative error is much larger, because the velocity in (2) is a small difference of terms of order one, while the neglected terms are $\ell/a$ times terms of order one. For the shape reached at $10^4$ s, the terrace problem gives crest and trough velocities of $0.070$ and $-0.187$ in $a/\tau$, against $\pm0.124$ from (2). The largest difference is about half the largest velocity and falls in proportion to $\ell/a$. At $4\times10^4$ s the shift at the crest is as large as the velocity itself. The correction moves crest and trough in the same direction, so it breaks the symmetry between them; half the difference of the two velocities, which is $dA/dt$, changes by only about 4% at $10^4$ s. Its effect on $A$ once the shape has adjusted was not computed. The join of Section 5 is more demanding, because the profile changes there over a height $a\sqrt\varepsilon$. The ratio $\ell/(a\sqrt\varepsilon)$ is 0.30 at $10^4$ s and 0.42 at $4\times10^4$ s, so (2) is less accurate in the join and becomes worse with time. The flank gives another warning. At $10^4$ s its predicted central slope is 5.99, so the terrace width perpendicular to the steps is $10/\sqrt{1+5.99^2}=1.65$ nm at the centre. By (4) the slope rises by a factor $e^{q^2}=1.74$ towards the cap, where the predicted width is about 1 nm. These widths are low estimates, because the full equation has not yet reached the leading amplitude and its slopes are smaller: its central and greatest slopes are 5.1 and 5.8 at $10^4$ s (widths 1.9 and 1.7 nm) and 11.5 and 15.9 at $4\times10^4$ s (widths 0.86 and 0.63 nm). At $4\times10^4$ s the predicted slopes have doubled and the two widths are about 0.8 and 0.5 nm, close to the atomic size $\sqrt\Omega=0.32$ nm. The later amplitude solves (2), but a continuous terrace without step repulsion is then doubtful.

## 8. Use for a real surface

A spacing of 10 nm is a reasonable scale for a slightly miscut crystal, but the chosen equilibrium coverage is high for many metal surfaces at 600 K. With the other parameters fixed, a coverage 100 times lower reduces $a$ tenfold and the linear wavelengths by about as much. Then $\ell/a\simeq0.93$, and the long-wave expansion behind (2) is no longer justified at finite slope. Real steps can also carry atoms along their edges, which adds a capillary current absent from (2) and changes both the cap and $q$. If the barrier to attachment from the upper terrace is finite, the deposition current is multiplied by $d/(d+\ell_\perp)$, where $d$ is $D$ divided by the coefficient of attachment from above and $\ell_\perp=\ell/\sqrt{1+m^2}$ is the perpendicular terrace width. This lowers the current at small slope, but the reduction fades on a steep flank. The capillary current at finite slope is then larger than in (2), so the cap and $q$ change too. If both terrace edges instead hold the same equilibrium density, the leading deposition current vanishes, because it depends on the density difference across the terrace. Before the square-root law is used for extrapolation, these currents should be assessed, the flank terraces should remain many atoms wide, and a box with several unequal cells should show that the period persists.

The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
terrace test, relative error at delta=0.04: 0.0191
terrace test, relative error at delta=0.02: 0.0085
terrace growth rate at k=sqrt(1/2), scaled: 0.2500
cap half-width w, scaled: 0.84721
shortest steady period / lam_c: 0.5394
--- full equation, lam/lam_c = 1.4142
q: 0.7440   predicted dA/dsqrt(t) = 2q, scaled: 1.4879
measured dA/dsqrt(t), t=400 to 1600: 1.4821
measured dA/dsqrt(t), t=1600 to 6400: 1.4800
local exponent, t=1600 to 6400: 0.5147
apex curvature at t=6400, scaled: -1.3813   limit: -1.4142
central slope at t=6400: 72.95   theory: 72.98
height half-way along flank, scaled: 51.90   theory: 51.91
--- full equation, lam/lam_c = 2.0000
q: 0.8849   predicted dA/dsqrt(t) = 2q, scaled: 1.7697
measured dA/dsqrt(t), t=400 to 1600: 1.7771
measured dA/dsqrt(t), t=1600 to 6400: 1.7653
local exponent, t=1600 to 6400: 0.5146
apex curvature at t=6400, scaled: -1.3760   limit: -1.4142
central slope at t=6400: 48.66   theory: 48.77
height half-way along flank, scaled: 58.32   theory: 58.45
--- example, model parameters
step spacing: 10.0 nm   atom area: 0.10 nm^2
deposition rate: 1.0 ML/s   temperature: 600 K
stiffness: 0.30 eV/nm   kT: 0.05170 eV
equilibrium coverage: 1.0e-03   D: 1.0e+08 nm^2/s
capillary length Gamma: 0.5802 nm
alpha: 50.00 nm^2/s   beta: 5.8023e+05 nm^4/s
length unit sqrt(beta/alpha): 107.72 nm
time unit beta/alpha^2: 232.1 s
lam_c: 676.9 nm   fastest lam_m: 957.2 nm
cap half-width: 91.3 nm
initial amplitude in full equation: 10.77 nm
t = 10000 s: leading law A = 1052 nm, full equation A = 732 nm
t = 40000 s: leading law A = 2104 nm, full equation A = 1825 nm
central slope from theory at 10000 s: 5.99
perpendicular terrace width there: 1.65 nm
spacing / length unit: 0.0928
Peclet number Omega F l^2/D: 1.0e-06
Gamma times apex curvature: 0.0076
```
